Choosing the Basis Limit for Stark Levels of a Linear Rotor

The setting discussed here is N, the largest rotational quantum number kept when Stark levels are calculated from a molecule's rotational constant B and dipole moment μ, both of which an electronic-structure calculation can supply. For a field E, put ω = μE/B and λ = W/B, where W is the level energy. At fixed projection M, the energies are the eigenvalues of a tridiagonal matrix with elements

d_J = J(J+1) on the diagonal,
−b_J = −ω√[(J²−M²)/(4J²−1)] between J−1 and J.

The truncated eigenvalue λ^(N) is an upper bound to λ. Once N is large enough that (N+1)(N+2)−ω exceeds λ^(N), lowering one matrix element by a known amount gives a lower bound, so the energy error of that N can be certified. The orientation follows from the same calculation as ⟨cosθ⟩ = −dλ/dω. In practice: choose N from the tail estimate below, compute the bracket, and raise N until the bracket is narrow enough.

**Model and matrix**

The molecule is a rigid linear rotor without electronic angular momentum, in a static uniform field along z. The dipole points along the molecular axis, from negative to positive charge, at angle θ to the field. With J² the squared angular momentum in units of ħ²,

H/B = J² − ω cosθ, ω ≥ 0.

Polarizability, centrifugal distortion, vibration and hyperfine structure are left out. A larger N does not repair these omissions.

The field preserves M, and the energy depends on |M|, so take M ≥ 0. The basis functions |J M⟩ have J = M, M+1, … . Their θ-dependence is n_J P_J^M(cosθ), with

n_J² = [(2J+1)/2] (J−M)!/(J+M)!.

The Legendre recurrence, with x = cosθ, is

(2J+1)x P_J^M = (J−M+1)P_{J+1}^M + (J+M)P_{J−1}^M.

Hence cosθ connects J with J±1 alone. The element a_J = ⟨J−1 M|cosθ|J M⟩ is [(J+M)/(2J+1)] n_J/n_{J−1}. Since

n_J²/n_{J−1}² = (2J+1)(J−M)/[(2J−1)(J+M)],

its square is

a_J² = (J+M)(J−M)/[(2J+1)(2J−1)] = (J²−M²)/(4J²−1).

With b_J = ωa_J, row J of the eigenvalue equation is

(d_J−λ)v_J − b_J v_{J−1} − b_{J+1}v_{J+1} = 0.

For ω > 0 all couplings b_J with J > M are nonzero, so v_M fixes every later amplitude. Two independent eigenvectors with the same λ could be combined to make v_M = 0, and the combination would then vanish completely, a contradiction. Levels of equal M therefore never cross as the field rises. The level that starts as |J M⟩ remains eigenvalue number k = J−M, counted from zero.

**The continued fraction**

The rows can be eliminated from both ends. Define

U_M = d_M−λ, U_J = d_J−λ − b_J²/U_{J−1},
L_N = d_N−λ, L_J = d_J−λ − b_{J+1}²/L_{J+1}.

The first row says U_M v_M = b_{M+1}v_{M+1}. Substituting each result into the next row gives U_J v_J = b_{J+1}v_{J+1}. From the other end, L_J v_J = b_J v_{J−1}. If these relations are used on both sides of a row p with v_p ≠ 0, that row requires

F_p = d_p−λ − b_p²/U_{p−1} − b_{p+1}²/L_{p+1} = U_p + L_p − (d_p−λ) = 0.

This is the continued-fraction form of the truncated eigenvalue problem.

The numbers U_J also count levels. Completing squares from J = M upward gives

vᵀ(H_N−λ)v = Σ_J U_J (v_J − b_{J+1}v_{J+1}/U_J)²,

where H_N is the truncated matrix and v_{N+1} = 0. By Sylvester's law, the number of negative U_J equals the number of eigenvalues of H_N below λ. An accidental zero U_J is replaced by a tiny number. Because −1 ≤ cosθ ≤ 1, the field term shifts each ordered eigenvalue by at most ω:

d_J−ω ≤ λ ≤ d_J+ω.

Bisection inside this interval isolates the requested level.

Newton's method then refines it. Set v_p = 1 and obtain the other amplitudes from the elimination relations. Differentiation gives

dU_J/dλ = −1 + (b_J/U_{J−1})² dU_{J−1}/dλ.

Since b_J/U_{J−1} = v_{J−1}/v_J, repeated substitution yields dU_p/dλ = −Σ_{J≤p}v_J². Likewise dL_p/dλ = −Σ_{J≥p}v_J². The term −(d_p−λ) contributes +1, which removes the double counting of v_p² = 1. Thus

dF_p/dλ = −Σ_J v_J²,
λ_new = λ + F_p/Σ_J v_J².

For this vector every row of (H_N−λ)v vanishes except row p, which equals F_p. The new λ is therefore the Rayleigh quotient vᵀH_N v/vᵀv. Near a root, F_p ≈ (λ_root−λ)/v̂_p², where v̂ is the unit eigenvector. Choosing the row with the smallest |F_p| thus selects a large component and avoids a row where the state has little weight.

**What truncation does**

Now let v be the unit eigenvector in the complete basis, v_P its part with J ≤ N and v_Q the rest. With H_Q the matrix of the omitted block, its rows give

(H_Q−λ)v_Q = b_{N+1}v_N e,

where e is the unit vector for J = N+1. Let G be the first diagonal element of (H_Q−λ)⁻¹. Then

v_{N+1} = b_{N+1}G v_N.

Inserted into row N, this lowers the last diagonal element of H_N by b_{N+1}²G. Call the altered matrix K.

The omitted block has diagonal elements of J² no smaller than d_{N+1}, and −ω cosθ is no lower than −ω. If d_{N+1}−ω−λ is positive, then

1/(d_{N+1}−λ) ≤ G ≤ 1/(d_{N+1}−ω−λ).

The right side holds because every eigenvalue of H_Q−λ is at least d_{N+1}−ω−λ. The left side holds because the average of the reciprocal of a positive quantity is at least the reciprocal of its average. That average is d_{N+1}−λ, since cosθ has no diagonal element.

The level number must also survive the elimination. For any vector with parts y_P and y_Q, completing the square in the omitted part gives

yᵀ(H−λ)y = y_Pᵀ(K−λ)y_P + zᵀ(H_Q−λ)z,
z = y_Q − b_{N+1}y_N(H_Q−λ)⁻¹e.

The second term is positive for z ≠ 0, so all the negative directions belong to K−λ. Level k of the full problem is therefore level k of K.

The minimum-maximum principle gives λ ≤ λ^(N), since a restricted basis cannot lower an ordered eigenvalue. Replacing λ by λ^(N) in the upper limit for G makes that limit larger. Hence, if d_{N+1}−ω−λ^(N) > 0, subtracting

s = b_{N+1}²/(d_{N+1}−ω−λ^(N))

from the last diagonal element of H_N gives a matrix whose eigenvalue k is a lower bound to λ. If the denominator is not positive, N must be raised before this bound can be used.

An error formula explains the convergence. Let u be the unit eigenvector of H_N. The retained rows of the full problem read (H_N−λ)v_P = b_{N+1}v_{N+1}e_N, with e_N the unit vector for J = N. Multiplying by uᵀ gives

λ^(N)−λ = b_{N+1}v_{N+1}u_N/(u·v_P),

provided the overlap is nonzero. For a nearly converged state, choose the sign that makes u·v_P positive and set u·v_P ≈ 1. If the couplings near the cut are also small compared with d_N−λ^(N), then v_N ≈ u_N and G ≈ 1/(d_{N+1}−λ^(N)). The working estimate is

λ^(N)−λ ≈ b_{N+1}²u_N²/(d_{N+1}−λ^(N)).

At strong field the couplings near the cut can remain large although the energy has nearly converged. The estimate is then too small: for the ground level at ω = 5000 and N = 31 it gives about half the true error. This ω is a numerical stress test rather than a laboratory case: for the model molecule of the worked setting below it would need about 20 MV/cm, far beyond laboratory static fields. The bracket does not depend on this approximation.

At weak field each step from J to N supplies one power of ω in u_N. The leading error therefore scales as ω^(2(N−J)+2).

**Choosing N before the calculation**

The argument for G applies at any cut in the basis. Where the last denominator is positive,

b_j/(d_j−λ) ≤ v_j/v_{j−1} ≤ b_j/(d_j−ω−λ).

Before λ is known, use λ ≤ d_J+ω and define

r_j = b_j/(d_j−d_J−2ω).

Let j₀ > J be the first index from which all these denominators are positive and all r_j < 1. No amplitude of a unit vector exceeds 1, so for N ≥ j₀

|v_N| ≤ T_N = r_{j₀} r_{j₀+1} … r_N.

The same bound holds for u_N. Choose N so that

b_{N+1}r_{N+1}T_N²

is below the desired error in λ. This is an estimate because the overlap u·v_P has been set to 1; the bracket supplies the certificate.

The rule becomes pessimistic at strong field, since it places λ as high as d_J+ω whereas the level eventually falls. After a first calculation, λ^(N) can replace d_J+ω in the tail bound, because λ ≤ λ^(N).

**Orientation without a second calculation**

For a unit eigenvector in a basis independent of ω, differentiate λ = vᵀHv. The terms containing dv/dω add to λ d(vᵀv)/dω = 0. Since dH/dω is the matrix of −cosθ,

⟨cosθ⟩ = −dλ/dω = 2Σ_{J>M}a_J v_J v_{J−1}/Σ_J v_J².

The factor 2 counts the two equal off-diagonal elements. The argument applies equally to H_N, so the truncated cosine is minus the slope of the truncated energy. Consequently,

⟨cosθ⟩_N − ⟨cosθ⟩ = −d(λ^(N)−λ)/dω.

A small energy error does not by itself bound its slope. If the orientation is the desired result, its convergence with N should be inspected too.

**Weak and strong fields**

The first-order shift is zero. For J > 0, second-order perturbation theory gives

λ−d_J ≈ ω²[a_J²/(2J) − a_{J+1}²/(2(J+1))].

Over the common denominator 2J(J+1)(2J−1)(2J+1)(2J+3), the numerator is

(J²−M²)(J+1)(2J+3) − [(J+1)²−M²]J(2J−1).

Its part without M² is J(J+1)[J(2J+3)−(J+1)(2J−1)] = J(J+1)(2J+1). Its M² part is −M²[(J+1)(2J+3)−J(2J−1)] = −3M²(2J+1). Therefore

λ−d_J ≈ ω²[J(J+1)−3M²]/[2J(J+1)(2J−1)(2J+3)].

For J = 0 only the upward coupling remains: λ ≈ −ω²/6 and ⟨cosθ⟩ ≈ ω/3. For J=1, M=0, λ ≈ 2+ω²/10 and ⟨cosθ⟩ ≈ −ω/5, so this state first points against the field.

At strong field the axis stays near θ = 0. There cosθ ≈ 1−θ²/2, and the sphere is locally a plane with radius θ:

H/B ≈ −ω − ∇² + (ω/2)θ².

A two-dimensional oscillator −∇²+κ²θ² has energies 2κ(n+1). Here κ = √(ω/2) and n = 2k+M = 2J−M, so

λ ≈ −ω + (2J−M+1)√(2ω),
⟨cosθ⟩ ≈ 1 − (2J−M+1)/√(2ω).

Half the oscillator energy is potential, so ⟨θ²⟩ = (n+1)/κ. The approximation requires this to be small. Every fixed level is eventually oriented along the field, so the J=1, M=0 orientation must pass through zero.

**A worked setting**

Take round model parameters B/h = 6 GHz, μ = 3 D and E = 20 kV/cm. Then μE/h = 30.2047 GHz and

ω = 30.2047/6 = 5.0341.

Start with the ground level and N = 1. The diagonal elements are 0 and 2, and b_1² = ω²/3. Hence

λ^(1) = 1 − √(1+ω²/3) = −2.0737,
⟨cosθ⟩_1 = (ω/3)/√(1+ω²/3) = 1.6780/3.0737 = 0.5459.

For the lower bound, b_2² = 4ω²/15 = 6.758 and

s = 6.758/(6−5.034+2.074) = 2.223.

The last diagonal element becomes 2−2.223 = −0.223, and the lower eigenvalue is

−0.1117 − √(0.1117²+ω²/3) = −3.020.

The bracket from −3.020 to −2.074 is valid but wide. Larger bases give these upper bounds, true errors and cosines, with energies in units of B:

N = 2: −2.370663; 1.8×10⁻²; 0.66797
N = 3: −2.388429; 3.9×10⁻⁴; 0.68022
N = 4: −2.388811; 3.5×10⁻⁶; 0.68061

The true errors are the differences λ^(N)−λ^(30), in units of B. At N = 4 the lower bound is −2.388815, so the bracket is about 4×10⁻⁶ wide. The working estimate also gives 3.5×10⁻⁶. At N = 3 the cosine error is 4.0×10⁻⁴, slightly larger than the energy error in units of B.

Newton's method for N = 12, started at λ = −2, chooses row 0 and finds F_0 = −0.7233. Its successive energies are −2.36414, −2.38873 and −2.38881.

For an error below 10⁻¹⁰B, the planning rule gives N = 8 for each of the M = 0 levels with J = 0, 1 and 2. The smallest sufficient values are 6, 7 and 7. The rule is cautious here by one or two basis functions.

The converged levels, listed as (J, M), λ, ⟨cosθ⟩, are:

(0,0): −2.3888, 0.6806
(1,0): 2.6384, 0.0118
(1,1): 0.8914, 0.3935
(2,0): 6.6541, −0.2524
(2,1): 6.1499, −0.0160
(2,2): 5.4202, 0.2219

The ground energy is W/h = 6(−2.3888) = −14.333 GHz. The (1,0) level is just past its maximum, which occurs at ω = 4.902, or E = 19.47 kV/cm. Its orientation vanishes there and is slightly positive at 20 kV/cm.

Neither limiting formula replaces the matrix at this field. For the ground level, the weak-field result gives ⟨cosθ⟩ = 1.678, which is impossible for a cosine. The strong-field result gives a good cosine, 0.685, but λ = −1.861, too high by 0.528. The first correction to the strong-field energy accounts for this. For M = 0 and t = 1−cosθ, H/B = −ω − d/dt[(2t−t²)d/dt] + ωt. Without the t² term, f = e^(−κt) with κ = √(ω/2) is an eigenfunction with λ = −ω+2κ, the strong-field result. The dropped term d/dt[t² d/dt] has the first-order expectation value −∫t²f′²dt/∫f²dt = −κ²⟨t²⟩, and the weight e^(−2κt) gives ⟨t²⟩ = 1/(2κ²). The correction is therefore −1/2, independent of ω. It supplies 0.5 of the 0.528 and leaves the slope, and hence the cosine, unchanged.

**When a larger N stops helping**

The input data set a separate accuracy limit. At fixed B and E, W = Bλ(μE/B) gives ∂W/∂μ = −E⟨cosθ⟩. A one per cent change in μ therefore changes the ground energy by about

0.01 × 30.20 GHz × 0.681 = 0.21 GHz.

The truncation error at N = 4 is 6 GHz × 3.5×10⁻⁶ = 2.1×10⁻⁵ GHz. If μ is uncertain by one per cent, increasing N beyond 4 does not improve the physical prediction for this state and field. A higher level or a stronger field needs its own bracket.

The numerical check compares energies, cosines and energy slopes with a collocation solution of the differential equation in cosθ. Its polynomials span the same space as a large set of rotor functions, and for M = 0 on n Gauss points it has the same eigenvalues as the rotor matrix cut at N = n−1. The comparison therefore tests the matrix elements, the elimination and the slope formula. The error from cutting the basis is controlled by the bracket.

Calculated quantities

```
B/h = 6.0 GHz, mu = 3.0 D, E = 20.0 kV/cm
mu E/h = 30.20470 GHz, w = mu E/B = 5.034117 (dimensionless)
Largest differences from collocation (dimensionless):
  energy 1.5e-13, cosine 1.7e-14, cosine + slope 2.2e-08
Newton on the continued fraction, J=0 M=0, basis to N=12:
  step 1: lam -2.0000000000, row 0, F -7.233e-01, new lam -2.3641359848
  step 2: lam -2.3641359848, row 0, F -4.335e-02, new lam -2.3887284812
  step 3: lam -2.3887284812, row 0, F -1.511e-04, new lam -2.3888148124
  step 4: lam -2.3888148124, row 0, F -1.832e-09, new lam -2.3888148134
Levels: J M, lam = W/B, W/h in GHz, <cos theta>
  0 0  -2.38881481  -14.332889 GHz  0.68061453
  1 0  2.63839754  15.830385 GHz  0.01175249
  1 1  0.89135553  5.348133 GHz  0.39347776
  2 0  6.65405447  39.924327 GHz  -0.25236279
  2 1  6.14988049  36.899283 GHz  -0.01595321
  2 2  5.42016075  32.520964 GHz  0.22186675
Truncation for J=0 M=0 (energies in units of B):
  N, upper bound, lower bound, true error, estimate, <cos>
  1  -2.0736693390  -3.0202622246  3.151e-01  2.824e-01  0.54593994
  2  -2.3706630874  -2.3989124119  1.815e-02  1.682e-02  0.66797075
  3  -2.3884285392  -2.3889254607  3.863e-04  3.747e-04  0.68021570
  4  -2.3888113156  -2.3888154454  3.498e-06  3.451e-06  0.68060968
  5  -2.3888147977  -2.3888148154  1.570e-08  1.559e-08  0.68061451
Basis limit N for an error below 1e-10 B: planned, needed
  J=0 M=0: 8, 6
  J=1 M=0: 8, 7
  J=2 M=0: 8, 7
J=0 M=0 limiting formulas at this field (dimensionless):
  weak field:   lam -4.223722, <cos> 1.678039
  strong field: lam -1.861069, <cos> 0.684846
J=1 M=0 maximum, <cos>=0: w = 4.901828, lam = 2.639176, E = 19.4744 kV/cm
```
